# Free-Carrier Faraday Rotation at High Frequency, with n-Type InSb as Example

**Q:** A doped semiconductor with one isotropic band has no preferred transverse axis. Why should a magnetic field along the beam turn the plane of polarization?

**A:** The field leaves the transverse axes equivalent but distinguishes the two senses of rotation about itself. Let the wave and the static field $B$ both point along $+z$, and let the carriers be electrons of charge $-e$, effective mass $m$, density $N$ and scattering rate $\gamma$. Newton's equation is

$$m\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B)-m\gamma\mathbf v .$$

The wave's own magnetic force is of second order in the wave amplitude and is dropped. Since $\mathbf v\times\mathbf B=(v_yB,\,-v_xB)$, with $\omega_c=eB/m$,

$$\dot v_x=-\frac em E_x-\omega_c v_y-\gamma v_x,\qquad
\dot v_y=-\frac em E_y+\omega_c v_x-\gamma v_y .$$

Define $v_\pm=v_x\pm iv_y$ and $E_\pm=E_x\pm iE_y$. The magnetic terms combine as $-\omega_cv_y\pm i\omega_cv_x=\pm i\omega_c(v_x\pm iv_y)$, so the two equations separate:

$$\dot v_\pm=-\frac em E_\pm\pm i\omega_cv_\pm-\gamma v_\pm .$$

For complex amplitudes multiplying $e^{-i\omega t}$, the derivative is $-i\omega v_\pm$, and

$$v_\pm=-\frac em\,\frac{E_\pm}{\gamma-i(\omega\pm\omega_c)} .$$

The two circular waves drive the electrons differently.

**Q:** Which of them turns with the electrons?

**A:** The one with amplitude $E_-$. If $E_+=0$, then $E_y=iE_x$, and the real field is proportional to $(\cos\omega t,\sin\omega t)$, a right-handed rotation about $+z$. A free electron without damping obeys $\dot v_+=i\omega_cv_+$; for its real velocity this means that $v_x+iv_y$ turns as $e^{i\omega_ct}$, also right-handed. This is the wave whose denominator contains $\omega-\omega_c$. Here $\omega\gg\omega_c$, so the resonance is far away, but the difference between $\omega-\omega_c$ and $\omega+\omega_c$ remains.

**Q:** How does a velocity become a refractive index?

**A:** Through the current, $J_\pm=-Nev_\pm=\sigma_\pm E_\pm$, with

$$\sigma_\pm=\frac{Ne^2}{m}\frac{1}{\gamma-i(\omega\pm\omega_c)} .$$

In Ampère's law the lattice displacement current and $J_\pm$ add to $-i\omega\varepsilon_0[\varepsilon_L+i\sigma_\pm/(\varepsilon_0\omega)]E_\pm$. I take the lattice permittivity $\varepsilon_L$ as real and independent of $B$. Multiplying numerator and denominator by $i$ gives $i/[\gamma-i(\omega\pm\omega_c)]=-1/(\omega\pm\omega_c+i\gamma)$. With $\omega_p^2=Ne^2/(\varepsilon_0m)$,

$$\varepsilon_\pm=\varepsilon_L-\frac{\omega_p^2}{\omega(\omega\pm\omega_c+i\gamma)} .$$

Maxwell's equations then give $E_\pm''=-(\omega/c)^2\varepsilon_\pm E_\pm$, hence forward waves $e^{ik_\pm z}$ with $k_\pm=\omega n_\pm/c$ and $n_\pm=\sqrt{\varepsilon_\pm}$.

**Q:** Two phase velocities give a phase difference. Why is that a rotation, and why does a factor of one half appear?

**A:** Start with unit amplitude along $x$, so $E_+=E_-=1$ at $z=0$. After one pass through a length $L$, write

$$E_\pm=e^{i\phi}e^{\pm i\Theta},\qquad \phi=\frac{(k_++k_-)L}{2},\qquad \Theta=\frac{(k_+-k_-)L}{2}.$$

Returning to Cartesian components,

$$E_x=\frac{E_++E_-}{2}=e^{i\phi}\cos\Theta,\qquad
E_y=\frac{E_+-E_-}{2i}=e^{i\phi}\sin\Theta .$$

For real $\Theta$ this is linear polarization turned by $\Theta$, half the phase difference. Positive $\Theta$ means right-handed about $+z$, the direction of the beam and, here, of the field.

With loss, $\Theta=a+ib$. Turning the axes by $a$ leaves components proportional to $(\cos ib,\sin ib)=(\cosh b,\,i\sinh b)$. The output is an ellipse with azimuth $a$ and signed axis ratio $\tanh b$.

**Q:** Then what is the angle far above both $\gamma$ and $\omega_c$?

**A:** First subtract the permittivities without approximation:

$$\varepsilon_+-\varepsilon_-=\frac{\omega_p^2}{\omega}\left[\frac1{\omega-\omega_c+i\gamma}-\frac1{\omega+\omega_c+i\gamma}\right]
=\frac{\omega_p^2}{\omega}\,\frac{2\omega_c}{(\omega+i\gamma)^2-\omega_c^2}.$$

For $\omega\gg\gamma,\omega_c$ this tends to $2\omega_p^2\omega_c/\omega^3$. Because $\varepsilon_+-\varepsilon_-=(n_+-n_-)(n_++n_-)$, and $n_++n_-\approx2n$ with

$$n^2=\varepsilon_L-\frac{\omega_p^2}{\omega^2}>0,$$

we find $n_+-n_-\approx\omega_p^2\omega_c/(n\omega^3)$. The rotation is

$$\theta=\frac{\omega L}{2c}(n_+-n_-)=\frac{\omega_p^2\omega_cL}{2nc\,\omega^2}.$$

Insert $\omega_p^2=Ne^2/(\varepsilon_0m)$, $\omega_c=eB/m$ and $1/\omega^2=\lambda^2/(4\pi^2c^2)$, where $\lambda$ is the vacuum wavelength:

$$\boxed{\theta=\frac{e^3NBL\lambda^2}{8\pi^2c^3\varepsilon_0\,n\,m^2}}$$

One factor $1/m$ measures how strongly the electrons respond to the electric field, the other how fast the magnetic field turns them. At fixed $n$, the factor $\lambda^2$ is the net result of two opposing trends: $n_+-n_-$ grows as $\lambda^3$, while the number of wavelengths in the slab falls as $1/\lambda$.

**Q:** What changes for holes?

**A:** For a charge $q$, the driving term is $qE_\pm/m$ and $\omega_c$ is replaced by $-qB/m$. The current contains $q^2$, so $\omega_p^2$ keeps its sign while the magnetic term reverses. Thus $\theta\propto-q^3$, positive for electrons and negative for holes of a simple isotropic band. Reversing $B$ also reverses $\theta$.

**Q:** You left $n$ in the denominator, and $n$ contains $N$, $\lambda$ and $m$. Is the law really $NB\lambda^2/m^2$?

**A:** At fixed $n$, yes. Otherwise one must differentiate $n$ too. Put $p=\omega_p^2/\omega^2$, which is proportional to $N\lambda^2/m$. From $n^2=\varepsilon_L-p$,

$$d\ln n=\frac{d(n^2)}{2n^2}=-\frac{dp}{2n^2}=-s\,d\ln p,\qquad s=\frac{p}{2n^2}.$$

Since $\theta$ contains $1/n$, it gains a factor whose logarithm changes by $+s\,d\ln p$. The local exponents are therefore

$$N:\ 1+s,\qquad B:\ 1,\qquad \lambda:\ 2+2s,\qquad m:\ -2-s ,$$

each with the other variables, including $\gamma$ and $\varepsilon_L$, held fixed. The pure powers need $s\ll1$. Near the plasma edge $n$ tends to zero, $s$ diverges, and the approximation $n_++n_-\approx2n$ fails.

**Q:** "Far above" is vague. How large is the error at a finite frequency?

**A:** Let $r=\omega_c/\omega$ and $g=\gamma/\omega$. The difference and the mean of the permittivities are

$$\varepsilon_+-\varepsilon_-=\frac{2pr}{(1+ig)^2-r^2},\qquad
\bar\varepsilon=\varepsilon_L-\frac{p(1+ig)}{(1+ig)^2-r^2}.$$

I use $n_++n_-\approx2\sqrt{\bar\varepsilon}$, whose relative error is of order $s^2r^2$, and drop such terms.

Without scattering, the difference gains a factor $1+r^2$. The mean becomes $\bar\varepsilon\approx n^2-pr^2$, so $\bar\varepsilon^{-1/2}\approx n^{-1}(1+sr^2)$. The product gives a relative correction $+(1+s)r^2$.

For weak $B$ but finite scattering, the difference gains $(1+ig)^{-2}\approx1-2ig-3g^2$. The mean is $\bar\varepsilon\approx n^2+p(ig+g^2)$, whence $\bar\varepsilon^{-1/2}\approx n^{-1}[1-s(ig+g^2)]$ to first order in $s$. Multiplying,

$$\frac{\Theta}{\theta}\approx1-i(2+s)g-3(1+s)g^2 .$$

The real part includes $-sg^2$ from the index and $(-2ig)(-isg)=-2sg^2$ from the cross term. Scattering thus changes the angle in second order, but produces ellipticity in first order: $b\approx-\theta(2+s)g$. The minus sign says that the wave turning with the electrons is absorbed more.

**Q:** Could I obtain any angle I like by adding carriers?

**A:** You would add absorption in the same proportion. At weak field, $\operatorname{Im}\bar\varepsilon\approx pg$, so $\operatorname{Im}k\approx\omega pg/(2nc)$. The intensity absorption coefficient is twice this:

$$\alpha=\frac{\omega pg}{nc}=\frac{\omega_p^2\gamma}{nc\,\omega^2}.$$

Dividing the rotation by $\alpha L$ cancels density, length, index and wavelength:

$$\frac{\theta}{\alpha L}=\frac{\omega_c}{2\gamma}=\frac{\mu B}{2},\qquad \mu=\frac{e}{m\gamma}.$$

In this model, at a given mobility $\mu$ and field, a 45° rotator transmits $e^{-\pi/(2\mu B)}$ internally, whatever its doping, provided the plasma edge stays well away. Doping sets its length. Better transmission at fixed angle needs larger $\mu B$. In a real crystal $\mu$ usually falls as dopants are added, and the $\gamma$ that governs the loss is the one at the optical frequency, which can differ from its dc value.

**Q:** Conduction bands of small-gap materials are not parabolic. Which mass belongs in $m^2$?

**A:** For a degenerate isotropic band it is the mass at the Fermi surface, $m_F=\hbar k_F/v_F$. Write the group velocity as $\mathbf v=\hbar\mathbf k/m(k)$. In the field $B$, $\hbar\dot{\mathbf k}=-e\mathbf v\times\mathbf B$ conserves $k$ and turns each electron at its own rate $\Omega(k)=eB/m(k)$.

Displace the filled sphere by a small $\delta$ along $k_x$, as a brief electric pulse does. An electron starting at $\mathbf k$ has, after time $t$,

$$F(\mathbf k)=v_x+iv_y=\frac{\hbar(k_x+ik_y)}{m(k)}e^{i\Omega(k)t}.$$

The average of $F$ over the centred sphere vanishes by symmetry. To first order in $\delta$, displacement adds a shell of thickness $\delta k_x/k_F$ at the surface, so

$$\langle F\rangle=\frac{3\delta}{4\pi k_F^3}\oint F\,\frac{k_x}{k_F}\,dS
=\frac{3\delta}{4\pi k_F^3}\,\frac{\hbar e^{i\Omega_Ft}}{m_F}\,\frac{4\pi k_F^3}{3}
=\frac{\hbar\delta}{m_F}e^{i\Omega_Ft}.$$

The surface integral used the average $k_F^2/3$ of $k_x^2$ and zero for $k_xk_y$. Although interior electrons turn at other rates, their contributions cancel. An oscillating field is a succession of pulses, $\hbar\,d\delta=-eE\,dt$. Summing their responses, each damped by $e^{-\gamma t}$, restores the earlier $v_\pm$ with $m=m_F$.

For the band $E(1+E/E_g)=\hbar^2k^2/(2m_0)$, with gap $E_g$ and band-edge mass $m_0$, differentiation gives $(1+2E/E_g)\,dE/dk=\hbar^2k/m_0$. Hence $m_F=m_0(1+2E_F/E_g)$.

**Q:** Put in a material and show me the size.

**A:** Take n-type InSb at 77 K, with rough typical parameters: $N=10^{17}\ \mathrm{cm^{-3}}$, $m_0=0.014\,m_e$ ($m_e$ is the free-electron mass), $E_g=0.23$ eV, $\varepsilon_L=15.7$ and $\mu=5\times10^4\ \mathrm{cm^2/Vs}$. Let $\lambda=20$ µm, $B=0.5$ T and $L=0.2$ mm, with antireflection-coated faces.

The Fermi wavenumber $k_F=(3\pi^2N)^{1/3}$ is $0.1436\ \mathrm{nm^{-1}}$, and the band equation gives $E_F=46.65$ meV. Thus

$$\frac{m_F}{m_e}=0.014\left(1+\frac{2\times46.65}{230}\right)=0.0197 .$$

The frequencies are $\omega=9.418\times10^{13}$ and $\omega_c=4.469\times10^{12}$ rad/s, with $\gamma=1.787\times10^{12}\ \mathrm{s^{-1}}$. Their ratios, $r=0.047$ and $g=0.019$, are small. With $p=1.823$, the index is $n=\sqrt{15.7-1.823}=3.725$. Therefore

$$\theta=\frac{1.823\times4.469\times10^{12}\times2\times10^{-4}}{2\times3.725\times2.998\times10^8}=0.73\ \mathrm{rad}=41.8^\circ .$$

This is about 418°/(T mm); 45° needs 0.215 mm. Propagating the Cartesian field with the full permittivity tensor, without using circular waves, gives 41.85°, and −41.85° when the sign of the charge is reversed.

**Q:** Do the scaling and the loss survive in that fuller calculation?

**A:** Yes, with the index correction visible. Here $s=0.066$, so the predicted exponents for $N,B,\lambda,m$ are 1.066, 1, 2.131 and −2.066. The tensor calculation gives 1.066, 1.005, 2.134 and −2.071. The excess in $B$ is the derivative of the field correction, $2(1+s)r^2=0.005$. With density reduced a hundredfold, and field and scattering rate tenfold, the exponents become 1.0006, 1.0000, 2.0012 and −2.0006.

At the example's parameters the field correction alone is +0.24% of $\theta$. Scattering alone, evaluated at weak field, gives −0.12%. The ellipticity angle is −1.6°. The absorption coefficient is $29\ \mathrm{cm^{-1}}$, and 56% of the intensity survives the pass. The ratio of rotation to absorption is 1.247, against $\mu B/2=1.25$.

**Q:** And how far would a real InSb plate depart from this?

**A:** The density, mass and mobility are meant as typical of doped InSb at this temperature, and a particular wafer needs its own values. The choice of mass matters greatly: using $m_0$ instead of $m_F$ would multiply the predicted angle by 2.03. The band equation also leaves out the split-off valence band; including it, with a splitting of 0.8 eV and the same gap and $m_0$, lowers $m_F$ by about 2% and raises the angle by about 5%. Each bare face reflects 33% of the intensity falling on it, and multiple passes then shift the angle by up to 10.7° from its single-pass value as thickness varies over one half-wave in the material. The assumed coating removes this shift. Dispersion from the optical phonon raises the angle by roughly 1%, depending on the phonon energies adopted. A constant $\gamma$ taken from dc mobility is doubtful, because the 62 meV photon exceeds both $E_F$ and the thermal energy of 6.6 meV. Tripling $\gamma$ lowers the angle only from 41.85° to 41.46°, but cuts transmission from 56% to 17.5%. The predicted angle is thus much less sensitive to this assumption than the predicted loss.

**Q:** At 77 K the Fermi surface is not sharp. The numerical output lists a thermal change of −82% in $N/m^2$. Does that destroy the result?

**A:** That entry is wrong and should be disregarded. The search for the chemical potential had a stopping tolerance, in joules, far larger than the energies involved. It stopped before reaching the required density, so the entry compares different densities. No other result uses it.

A low-temperature expansion supplies the correction. Let $\mathcal N(E)\propto[E(1+E/E_g)]^{3/2}$ be the number of states below $E$, and $h(E)=1/m(E)^2$. Thermal averaging of a smooth function $A$ gives $A+aA''$ at the chemical potential, with $a=\pi^2(k_BT)^2/6$. Fixed density shifts that potential by $-a\mathcal N''/\mathcal N'$. Applying both changes to $A=\mathcal Nh$, the terms in $\mathcal N''h$ cancel, leaving the relative change

$$a\left[2\frac{\mathcal N'}{\mathcal N}\frac{h'}{h}+\frac{h''}{h}-\frac{h'}{h}\frac{\mathcal N''}{\mathcal N'}\right].$$

At $E_F$, the logarithmic slopes are $\mathcal N'/\mathcal N=37.6$, $h'/h=-12.4$ and $\mathcal N''/\mathcal N'=18.7\ \mathrm{eV^{-1}}$, while $h''/h=230\ \mathrm{eV^{-2}}$. With $a=7.24\times10^{-5}\ \mathrm{eV^2}$, the result is about −3%. This is a leading-order estimate, since $k_BT/E_F=0.14$.

**Q:** Bound electrons also rotate light. Why may they be ignored?

**A:** Their effect is small here because the photon energy lies well below the gap. For a transition energy $E$ whose two circular components are Zeeman-split by $\delta$, each circular response has a resonant term from its own component and an antiresonant term from the other component. The difference between the two circular responses, to first order in $\delta$, is therefore proportional in size to

$$\delta\left[\frac1{(E-\hbar\omega)^2}-\frac1{(E+\hbar\omega)^2}\right]
=\frac{4E\hbar\omega\,\delta}{(E^2-\hbar^2\omega^2)^2}.$$

Summed over unfilled states with an estimated band-edge $g$-factor of −50, this amounts to roughly 1.5% of the free-carrier rotation. Unequal filling of the two spin states adds an effect of about 0.4%, and the index change from filled states about 0.5%. These are order-of-magnitude estimates, and I assign no sign to the first two. Those two treat the field only as a Zeeman splitting and leave out its orbital effect on the interband transitions, which is of comparable size. Only their overall scale, about a percent, should be trusted, not the separate figures. They would grow as the photon energy approached the transition energies, where a free-carrier formula alone would no longer suffice.

## Computed results

```
density: 1e+17 cm^-3
band-edge mass: 0.014 m_e
gap: 0.23 eV
lattice permittivity: 15.7
mobility: 5e+04 cm^2/Vs
temperature: 77 K
wavelength: 20 um
magnetic field: 0.5 T
length: 0.2 mm
Fermi wavenumber: 0.1436 nm^-1
Fermi energy: 46.65 meV
Fermi mass: 0.01968 m_e
omega: 9.418e+13 rad/s
omega_p: 1.272e+14 rad/s
omega_c: 4.469e+12 rad/s
gamma: 1.787e+12 1/s
omega_c/omega: 0.04745
gamma/omega: 0.01898
omega_p^2/omega^2: 1.823
index n: 3.725
s: 0.06569
rotation, formula: 41.8 deg
rotation, tensor propagation: 41.85 deg
hole rotation, propagation: -41.85 deg
Verdet constant: 7295 rad/(T m)
Verdet constant: 418 deg/(T mm)
length for 45 deg: 0.2153 mm
absorption coefficient: 29.18 cm^-1
internal transmission: 0.5566
rotation per absorption, propagated: 1.247 rad
mobility*B/2: 1.25
ellipticity angle: -1.644 deg
dilute exponents N,B,lambda,m: 1.0006 1.0000 2.0012 -2.0006
example exponents N,B,lambda,m: 1.066 1.005 2.134 -2.071
field correction, gamma=0: 0.241 %
scattering correction, weak B: -0.115 %
sphere velocity/prediction, modulus: 0.99997
photon energy: 61.99 meV
thermal energy: 6.635 meV
cyclotron energy: 2.941 meV
thermal change of N/m^2: -82.38 %
rotation with edge mass/with Fermi mass: 2.031
uncoated face reflectance: 0.3326
largest fringe shift of rotation: 10.69 deg
phonon change of rotation: 0.81 %
estimated edge g-factor: -49.8
interband Zeeman/free rotation: 1.47 %
spin blocking/free rotation: 0.37 %
blocked-index change of rotation: 0.47 %
rotation with tripled gamma: 41.46 deg
transmission with tripled gamma: 0.175
```
